Mean and variance of threshold shifts in bias temperature instability, part 2

Small transistors, drawn and stressed alike, show different threshold shifts. We want the distribution of these shifts and the limits of the model. In one device, X is the magnitude of the shift, n the number of oxide defects charged by the stress, and xᵢ the shift caused by defect i. X is the sum of the n shifts xᵢ, all of one sign, and X = 0 when n = 0. The shifts are independent of each other and of n. Each has the density exp(−x/η)/η, with mean η, and n is Poisson with mean N:

P(n) = exp(−N) Nⁿ/n!, n = 0, 1, 2, … (4)

E[…] is the average over many devices and Var[…] the variance. Voltages are in millivolts.

Part 1 found E[X] = Nη and Var[X] = 2Nη². It split the variance into the average variance at fixed n plus the variance of the means nη. For exponential shifts and any count independent of them,

Var[X] = η² E[n] + η² Var[n]. (10)

For a Poisson count and any size distribution with finite mean square,

Var[X] = N (Var[x] + E[x]²) = N E[x²]. (11)

The inverse relations are η = Var[X]/(2E[X]) and N = 2E[X]²/Var[X]. If signed readings carry an independent error of zero mean and variance v, the corrected variance is the observed one minus v. In a larger transistor N grows, and the relative scatter √(2/N) falls.

For s ≥ 0,

E[exp(−sX)] = exp(−N) Σₙ≥₀ (1/n!) [N/(1 + sη)]ⁿ
= exp[−N + N/(1 + sη)]
= exp[−Nsη/(1 + sη)]. (15)

The example has η = 2 mV and N = 8, hence a mean of 16 mV and a standard deviation of 8 mV. A simulation of 200 000 such devices gave a variance of 63.82 mV² with a standard error of 0.24 mV².

Q: How do I read off the moments?

A: Take the logarithm and expand the geometric series for small s, sη < 1:

ln E[exp(−sX)] = N [1/(1 + sη) − 1] = N Σₖ≥₁ (−sη)ᵏ. (16)

The cumulants κₖ are defined by writing the same logarithm as Σₖ≥₁ κₖ(−s)ᵏ/k!. Comparing powers of s,

κₖ = k! N ηᵏ. (17)

To connect them with moments, note that the coefficient of −s in ln E[exp(−sX)] is the mean, so κ₁ = E[X] = Nη. Now measure X from its mean, which removes the term k = 1, and exponentiate:

E[exp(−s(X − κ₁))] = exp(κ₂s²/2 − κ₃s³/6 + κ₄s⁴/24 − …)
= 1 + κ₂s²/2 − κ₃s³/6 + (κ₄/24 + κ₂²/8)s⁴ + …

The term κ₂²/8 is half the square of κ₂s²/2. With μₖ = E[(X − κ₁)ᵏ], the left side is 1 + μ₂s²/2 − μ₃s³/6 + μ₄s⁴/24 − …, so

μ₂ = κ₂ = 2Nη²,
μ₃ = κ₃ = 6Nη³,
μ₄ = κ₄ + 3κ₂² = (24N + 12N²)η⁴. (18)

The first line of (18) is the variance found in Part 1, now reached by a route that never splits it into two parts. The third moment gives the skewness,

μ₃/μ₂^(3/2) = 6Nη³/[(2N)^(3/2) η³] = 3/√(2N). (19)

For N = 8 this is 3/4. It is positive: the distribution has its longer tail towards large shifts. A Gaussian has skewness zero.

Q: Then the Gaussian is wrong for every N?

A: It is a limit. Measure the deviation from the mean in standard deviations, Z = (X − Nη)/(√(2N) η), and set s = t/(√(2N) η) in (15). With u = sη = t/√(2N),

ln E[exp(−tZ)] = −Nu/(1 + u) + Nu = Nu²/(1 + u) = (t²/2)/(1 + t/√(2N)).

For large N at fixed t this tends to t²/2, the value for a Gaussian of unit variance. The first correction is of relative size t/√(2N), so the approach is slow. The limit also concerns a fixed number of standard deviations and says little about the far tail at finite N.

Q: Give me the density, then, so that I can look at the tail.

A: First fix n. The density of a sum of n exponential shifts is the Erlang density

gₙ(x) = xⁿ⁻¹ exp(−x/η)/[ηⁿ (n−1)!]. (20)

For n = 1 this is the single-shift density. If it holds for n, adding one more shift gives

gₙ₊₁(x) = ∫₀ˣ gₙ(y) (1/η) exp[−(x − y)/η] dy
= exp(−x/η)/[ηⁿ⁺¹ (n−1)!] ∫₀ˣ yⁿ⁻¹ dy
= xⁿ exp(−x/η)/[ηⁿ⁺¹ n!],

because the exponentials in y cancel, the integral is xⁿ/n, and n(n−1)! = n!. So (20) holds for every n ≥ 1.

Now weight with the Poisson probabilities. The case n = 0 gives X = 0 with the finite probability exp(−N). For x > 0, with m = n − 1,

f(x) = Σₙ≥₁ exp(−N) (Nⁿ/n!) gₙ(x)
= exp(−N − x/η) (N/η) Σₘ≥₀ (Nx/η)ᵐ/[m! (m+1)!].

The modified Bessel function I₁ has the series I₁(z) = Σₘ≥₀ (z/2)²ᵐ⁺¹/[m! (m+1)!]. With z = 2√(Nx/η), the sum above is I₁(z)/√(Nx/η). The prefactor is (N/η)/√(Nx/η) = √(N/(xη)), and therefore

f(x) = √(N/(xη)) exp(−N − x/η) I₁(2√(Nx/η)). (21)

Q: What does the formula say at the two ends?

A: At small x the term m = 0 dominates and f tends to exp(−N) N/η. These are devices with one charged defect, and that defect a weak one. In addition there are the devices with no shift at all. For N = 8 their fraction is exp(−8) = 3.4 × 10⁻⁴.

At large x, all terms of the sum are positive, so f is at least as large as its first term:

f(x) ≥ exp(−N) (N/η) exp(−x/η).

A Gaussian with the same mean and variance falls as exp[−(x − Nη)²/(4Nη²)], with a square in the exponent. Beyond some shift it must lie below the simple exponential, and hence below f. So the Gaussian underestimates sufficiently large shifts at any finite N.

Q: By how much, in the example?

A: Ask for shifts above 50 mV, which is (50 − 16)/8 = 4.25 standard deviations above the mean. Integrating (21) from 50 mV upwards gives a probability of 7.8 × 10⁻⁴. The Gaussian gives 1.07 × 10⁻⁵. The ratio is about 73. Among a million such transistors one expects roughly 780 above the limit, where the Gaussian promises 11. The two distributions have the same mean and the same variance, so the difference is entirely one of shape.

Q: How many devices must I measure before the variance means anything?

A: For D devices with D large, the sample variance is, to leading order, the average of D independent values of (X − Nη)². One such value has variance μ₄ − μ₂², which by (18) is

(24N + 12N² − 4N²)η⁴ = (24N + 8N²)η⁴.

Divide by D, take the root, and compare with μ₂ = 2Nη²:

relative standard error of the variance = √[(24N + 8N²)/(4N²D)] = √[(2 + 6/N)/D]. (22)

For N = 8 and D = 200 000 this is √(2.75/200 000) = 0.0037, or 0.24 mV² out of 64 mV², in agreement with the error estimated from the simulated sample. With 100 devices it is 17 per cent of the variance. A small sample gives a rough η, however accurate the voltmeter.

Q: Now to the assumptions. A device has a definite set of defect sites, and each is either charged or not. That is not a Poisson count.

A: For a fixed number of sites you are right. Let site i be charged with probability pᵢ, independently of the others, and let N = Σᵢ pᵢ. Let the sizes still vary from device to device according to the exponential law. The charge state of site i is a number bᵢ equal to 1 or 0. Since bᵢ² = bᵢ, its variance is pᵢ − pᵢ². The variances add:

Var[n] = Σᵢ (pᵢ − pᵢ²) = N − Σᵢ pᵢ².

Inserting this into the general relation Var[X] = η²E[n] + η²Var[n] gives

Var[X] = η² (2N − Σᵢ pᵢ²). (23)

The mean is still Nη. The variance is smaller than the Poisson value by the fraction Σᵢpᵢ²/(2N). As Σᵢpᵢ² cannot exceed the largest pᵢ times N, this fraction is at most half the largest occupation probability. If every site is charged with certainty, Σᵢpᵢ² = N, and we are back at Nη² for a fixed number.

As an example, take 40 sites with probabilities equally spaced from 0.05 to 0.35. Then N = 8 and Σᵢpᵢ² = 1.915, so

Var[X] = 4 × (16 − 1.915) mV² = 56.3 mV²,

which is 12 per cent below 64 mV².

Q: A strong stress may charge most of the sites. Then the Poisson result is useless where I need it most.

A: Not if the number of sites also varies between devices. Suppose that this number is Poisson with mean M, as it is when defects are scattered independently over the area, and that each site is charged independently with probability p. To have k charged sites, a device needs k + j sites in all, of which j stay neutral. The number of ways to choose the charged ones is (k+j)!/(k! j!), so

P(k) = Σⱼ≥₀ exp(−M) [Mᵏ⁺ʲ/(k+j)!] [(k+j)!/(k! j!)] pᵏ (1−p)ʲ
= exp(−M) [(Mp)ᵏ/k!] Σⱼ≥₀ [M(1−p)]ʲ/j!
= exp(−M) [(Mp)ᵏ/k!] exp[M(1−p)]
= exp(−Mp) (Mp)ᵏ/k!. (24)

This is a Poisson law with mean N = Mp, and p need not be small. The sum was tested for M = 40 with p = 0.2 and for M = 10 with p = 0.8. Both have N = 8, and both reproduce the same Poisson probabilities.

What matters is thus the population over which one averages. Across many devices with randomly placed defects, (24) applies, provided the charging probability doesn't differ systematically from one device to another. If all sites of a device share a p that varies between devices, the same splitting gives Var[n] = M E[p] + M² Var[p], and the count is wider than Poisson. If all devices have the same number of sites and the same set of probabilities pᵢ, (23) applies. Repeated stress of a single device is a third case, because there the sizes xᵢ are fixed as well, and neither formula describes it.

Q: You also gave all devices the same η. My wafers are not that uniform.

A: Then the shifts within one device are no longer independent in the population, because they share the η of that device. Let η have mean η₀ and standard deviation s over the devices, and keep N the same for all. In a group of devices with a common η, the mean is Nη and the variance 2Nη². The total variance is the average of the variances within groups plus the variance of the group means, by the same splitting as in Part 1:

Var[X] = 2N E[η²] + N² Var[η]
= 2N(η₀² + s²) + N²s². (25)

The mean is Nη₀, as before. Let half the devices have η = 1.6 mV and half 2.4 mV, so that η₀ = 2 mV and s = 0.4 mV. With N = 8,

Var[X] = 16 × (4 + 0.16) mV² + 64 × 0.16 mV² = 66.56 mV² + 10.24 mV² = 76.8 mV².

Q: And if I don't know about this spread and apply the inverse relations anyway?

A: You obtain an apparent η of 76.8/(2 × 16) mV = 2.4 mV and an apparent N of 2 × 16²/76.8 = 6.7. The steps look 20 per cent larger than their true average, and the defects fewer than they are. In general, dividing (25) by 2Nη₀ gives

apparent η = η₀ + s²/η₀ + Ns²/(2η₀). (26)

In the example the three terms are 2, 0.08 and 0.32 mV. That their sum equals the larger of the two values of η is an accident of the parameters chosen.

The last term in (26) grows with N. A plot of variance against mean at increasing stress then bends upwards, since (25) contains N². This curvature is a reason to ask whether the devices differ in more than the chance placement of their defects. It isn't proof that they do: if the defects charged later have a larger η than the earlier ones, the slope rises with stress even when the devices differ by chance alone. Nor does it single out an η that varies between devices. If N itself differs between devices in proportion to its average, with relative standard deviation r, the count has variance N + r²N², and the general relation gives Var[X] = 2Nη² + r²N²η², which bends in the same way.

Q: Does a larger transistor cure this kind of scatter too?

A: Not if the relative spread s/η₀ stays the same. From (25), the squared ratio of standard deviation to mean is

Var[X]/E[X]² = (2/N)(1 + s²/η₀²) + s²/η₀².

The first term falls as the number of defects grows, but the second remains. Averaging over many defects removes the scatter that arises inside each device. It cannot remove a difference that all the defects of a device have in common.

Q: So what must I be able to defend before I take η and N from the inverse relations and quote 2Nη² for my own data?

A: That the shifts add with one sign, that their sizes are exponential with an η common to the whole population, that sizes are independent of each other and of the count, and that the count is Poisson across the devices compared. A straight line of variance against mean through the origin is consistent with a Poisson count and a common η, but proves neither. A count that is equal in all devices gives such a line too, and with a fixed number of sites the term −Σᵢpᵢ² in the variance of the count can offset the upward bend caused by a varying η. The skewness should be 3/√(2N) with the N found from the first two moments. If the readings carry a measurement error, use the corrected variance in the skewness too; an error distributed symmetrically about zero leaves the third moment unchanged. If the measured skewness differs from 3/√(2N) by several times the sampling error of that difference, at least one assumption is in doubt. Agreement doesn't prove the exponential: with a Poisson count the third central moment is N E[x³], so any size distribution with E[x]E[x³] = (3/2)E[x²]² gives the same match. The test also needs many devices. Equal steps with N = 8 have skewness 1/√8 = 0.35 against 3/√32 = 0.53 from the apparent N of 16, a difference that a hundred devices cannot resolve. If you have separate grounds for every assumption except the exponential form of the size distribution, that form is the one to give up: replace 2η² by the mean square of the actual shift distribution, as in (11). The main values of the examples are in the numerical output below.

Computed values

```
Mean single-defect shift eta: 2.000 mV
Mean number of charged defects N: 8.000
Mean shift, quadrature: 16.0000 mV
Variance, quadrature: 64.0000 mV^2
Standard deviation, quadrature: 8.0000 mV
Mean shift, quadrature: 0.016000 V
Standard deviation, quadrature: 0.008000 V
Skewness, quadrature: 0.7500
Probability of zero shift: 3.3546e-04
Large-shift limit: 50.0 mV
Probability above limit, compound law: 7.7698e-04
Probability above limit, Gaussian: 1.0689e-05
Ratio of the two probabilities: 72.7
Simulated devices: 200000
Simulated mean: 15.974 mV
Standard error of simulated mean: 0.018 mV
Simulated variance: 63.82 mV^2
Standard error of simulated variance: 0.24 mV^2
Simulated variance from defect number: 31.83 mV^2
Simulated variance from defect size: 31.97 mV^2
Eta recovered from simulation: 1.998 mV
N recovered from simulation: 7.996
Area factor: 4.0
Larger device, N: 32.000
Larger device, eta: 0.500 mV
Larger device, mean: 16.0000 mV
Larger device, variance: 16.0000 mV^2
Larger device, standard deviation: 4.0000 mV
Fixed sites, number: 40
Fixed sites, lowest occupation: 0.050
Fixed sites, highest occupation: 0.350
Fixed sites, sum of p: 8.0000
Fixed sites, sum of p^2: 1.9154
Fixed sites, mean: 16.0000 mV
Fixed sites, variance: 56.3385 mV^2
Varying eta, lower value: 1.600 mV
Varying eta, upper value: 2.400 mV
Varying eta, standard deviation s: 0.400 mV
Varying eta, mean shift: 16.0000 mV
Varying eta, variance: 76.8000 mV^2
Varying eta, apparent eta: 2.4000 mV
Varying eta, apparent N: 6.6667
```
